**Madelung potential and exchange correction for tetragonal supercells**

For a supercell \(a\times a\times c\), the program tests \(v_M=\pi c/(3a^2)-P/a+\delta\), where \(v_M\) is the Madelung potential, \(P=3.900265\) is the square-plane constant and \(\delta\) is the coupling between neutral planes. It asserts agreement with a three-dimensional Ewald sum for seven ratios from \(c/a=1\) to 8, and checks \(P\) against a direct lattice sum. It also compares the sheet potential with its Fourier series. The output gives the sign change at \(c/a=3.7245\) and a second zero, for flat cells, at 0.240. For a filled band of non-overlapping Gaussian orbitals, explicit double sums over k-points are asserted to match the predicted exchange energies. The correction \(+v_M/2\) per electron is negative for the 2 × 2 × 7 mesh and positive for 2 × 2 × 8. In all five meshes it reduces the magnitude of the error relative to the isolated orbital.

## Program and output

```python
"""Madelung potential of an a x a x c lattice and its role in exact exchange.

Result under test, in Hartree atomic units, for c >= a:
    v_M = pi*c/(3*a**2) - P/a + delta,   P = 3.900...
v_M   : potential at a unit charge from its images and a uniform background,
        with zero cell average and the charge's own 1/r removed
P     : constant of a neutral square plane of unit charges
delta : exponentially small coupling between different planes
The leading terms vanish at c/a = 3*P/pi. The exchange correction +v_M/2
per electron (one filled band of compact orbitals) changes sign there.
sigma**2 is the variance per axis of the Gaussian orbital density.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def integer_pair_lengths(limit):
    n = np.arange(-limit, limit + 1)
    lengths = np.sqrt(n[:, None]**2 + n[None, :]**2).ravel()
    return lengths[lengths > 0]


PAIR_LENGTHS = integer_pair_lengths(6)
P = 4 - 2 * np.sum(erfc(np.sqrt(np.pi) * PAIR_LENGTHS) / PAIR_LENGTHS)


def plane_coupling(a, c):
    m = PAIR_LENGTHS
    return 2 / a * np.sum(1 / (m * np.expm1(2 * np.pi * m * c / a)))


def two_term(a, c):
    return np.pi * c / (3 * a**2) - P / a


def squared_grid(limits, steps):
    axes = [(np.arange(-n, n + 1) * s)**2 for n, s in zip(limits, steps)]
    grid = axes[0][:, None, None] + axes[1][None, :, None] + axes[2]
    values = grid.ravel()
    return values[values > 1e-14]


def ewald(a, c, split_scale=1.0):
    """Madelung potential by a general three-dimensional Ewald sum."""
    lengths = np.array([a, a, c])
    volume = a * a * c
    eta = split_scale * np.sqrt(np.pi) / volume**(1 / 3)
    real_limits = np.ceil(6.5 / (eta * lengths)).astype(int)
    recip_limits = np.ceil(13 * eta * lengths / (2 * np.pi)).astype(int)
    r = np.sqrt(squared_grid(real_limits, lengths))
    g2 = squared_grid(recip_limits, 2 * np.pi / lengths)
    real_part = np.sum(erfc(eta * r) / r)
    recip_part = 4 * np.pi / volume * np.sum(np.exp(-g2 / (4 * eta**2)) / g2)
    return (real_part + recip_part - 2 * eta / np.sqrt(np.pi)
            - np.pi / (volume * eta**2))


# Square-plane constant from point charges minus a growing uniform square.
def finite_plane(limit):
    half_side = limit + 0.5
    charges = np.sum(1 / integer_pair_lengths(limit))
    return half_side, charges - 8 * half_side * np.arcsinh(1)


h1, s1 = finite_plane(250)
h2, s2 = finite_plane(500)
# The leading finite-square error is proportional to 1/half_side.
direct_plane = (h2 * s2 - h1 * s1) / (h2 - h1)
assert abs(direct_plane + P) < 1e-6

# Fourier solution of the sheet problem against the quadratic potential.
a_test, c_test = 1.3, 4.1
n = np.arange(1, 1000001)
for fraction in (0.0, 0.1, 0.37):
    z = fraction * c_test
    g = 2 * np.pi * n / c_test
    series = 8 * np.pi / (a_test**2 * c_test) * np.sum(np.cos(g * z) / g**2)
    profile = (2 * np.pi / (a_test**2 * c_test)
               * (z**2 - c_test * z + c_test**2 / 6))
    # Cutting the series at one million terms leaves an error near 1e-6.
    assert abs(series - profile) < 5e-6

# Full formula, and independence of the reference from its splitting width.
for ratio in (1.0, 1.5, 2.0, 3.0, 4.0, 6.0, 8.0):
    reference = ewald(1.0, ratio)
    assert abs(reference - ewald(1.0, ratio, 1.3)) < 1e-10
    assert abs(reference - two_term(1, ratio)
               - plane_coupling(1, ratio)) < 1e-10

critical = 3 * P / np.pi
ewald_critical = brentq(lambda x: ewald(1.0, x), 3, 4.5, xtol=1e-12)
flat_zero = brentq(lambda x: ewald(1.0, x), 0.15, 1, xtol=1e-12)
assert abs(critical - ewald_critical) < 1e-8
scan = np.array([ewald(1.0, x) for x in np.geomspace(0.15, 8, 80)])
assert np.count_nonzero(scan[1:] * scan[:-1] < 0) == 2
long_scan = np.array([ewald(1.0, x) for x in np.linspace(1, 8, 71)])
assert np.all(np.diff(long_scan) > 0)
assert two_term(1, 0.2) < 0 < ewald(1.0, 0.2)

# Exchange of a filled band, summed over every pair of mesh points.
cell_edge, sigma, n_side = 10.0, 1.0, 2
self_repulsion = 1 / (sigma * np.sqrt(np.pi))
integral = quad(lambda k: 2 / np.pi * np.exp(-(sigma * k)**2), 0, np.inf)[0]
assert abs(integral - self_repulsion) < 1e-9
exact_exchange = -self_repulsion / 2


def mesh_exchange(n_long):
    divisions = (n_side, n_side, n_long)
    points = list(itertools.product(*(range(d) for d in divisions)))
    g_index = np.arange(-11, 12)
    unit = 2 * np.pi / cell_edge
    total = 0.0
    for k in points:
        for kp in points:
            x2, y2, z2 = [(unit * (g_index + (i - j) / d))**2
                          for i, j, d in zip(k, kp, divisions)]
            k2 = x2[:, None, None] + y2[None, :, None] + z2
            k2[k2 < 1e-12] = np.inf
            total += np.sum(np.exp(-sigma**2 * k2) / k2)
    return -2 * np.pi * total / (cell_edge**3 * len(points)**2)


rows = []
for n_long in (2, 4, 7, 8, 16):
    a, c = n_side * cell_edge, n_long * cell_edge
    volume = a * a * c
    madelung = two_term(a, c) + plane_coupling(a, c)
    energy = mesh_exchange(n_long)
    predicted = -0.5 * (self_repulsion + madelung
                        + 4 * np.pi * sigma**2 / volume)
    assert abs(energy - predicted) < 1e-10
    error = energy - exact_exchange
    correction = madelung / 2
    remaining = error + correction
    assert abs(remaining + 2 * np.pi * sigma**2 / volume) < 1e-10
    assert abs(remaining) < abs(error)
    rows.append((n_long, c / a, madelung, energy, error, correction,
                 remaining))

by_mesh = {row[0]: row for row in rows}
assert by_mesh[7][5] < 0 < by_mesh[8][5]
assert by_mesh[7][4] > 0 > by_mesh[8][4]
assert abs(by_mesh[16][4]) > abs(by_mesh[2][4])
assert abs(by_mesh[16][6]) < abs(by_mesh[2][6])

print("Square-plane constant")
print(f"  first shell, 8 erfc(sqrt(pi)): {8*erfc(np.sqrt(np.pi)):.6f}")
second_shell = 8 * erfc(np.sqrt(2 * np.pi)) / np.sqrt(2)
print(f"  second shell: {second_shell:.6f}")
print(f"  P from convergent sum: {P:.6f}")
print(f"  P from direct lattice sum: {-direct_plane:.6f}")
print("Madelung potential times a (dimensionless)")
print("  c/a   two terms   delta*a    Ewald")
for x in (1.0, 2.0, 3.0, 4.0, 6.0):
    print(f"  {x:.1f}  {two_term(1,x):10.6f}  "
          f"{plane_coupling(1,x):.3e}  {ewald(1.0,x):10.6f}")
print(f"Critical c/a, 3P/pi: {critical:.6f}")
print(f"Critical c/a, Ewald: {ewald_critical:.6f}")
print(f"delta*a at critical c/a: {plane_coupling(1,critical):.3e}")
print(f"Second zero, flat cell, c/a: {flat_zero:.6f}")
print(f"At c/a = 0.2: two terms*a = {two_term(1,0.2):.4f}, "
      f"Ewald*a = {ewald(1.0,0.2):.4f}")
print("Exchange model")
print(f"  primitive edge: {cell_edge:.1f} bohr; sigma: {sigma:.1f} bohr")
print(f"  supercell side a: {n_side*cell_edge:.1f} bohr")
print(f"  self-repulsion J: {self_repulsion:.6f} hartree")
print(f"  isolated exchange: {exact_exchange:.6f} hartree")
print("  mesh      c/a   v_M (hartree/e)  E_mesh (hartree)")
for row in rows:
    print(f"  2x2x{row[0]:<2d}  {row[1]:5.2f}  {row[2]:12.6f}  "
          f"{row[3]:14.6f}")
print("  mesh    error      correction  remaining (millihartree)")
for row in rows:
    print(f"  2x2x{row[0]:<2d} {1000*row[4]:10.4f} "
          f"{1000*row[5]:10.4f} {1000*row[6]:10.4f}")
for n_long in (2, 7, 8, 16):
    print(f"  correction, 2x2x{n_long}: "
          f"{by_mesh[n_long][5]*HARTREE_EV:.4f} eV")
print("no test failed")
```

Printed output:

```
Square-plane constant
  first shell, 8 erfc(sqrt(pi)): 0.097511
  second shell: 0.002222
  P from convergent sum: 3.900265
  P from direct lattice sum: 3.900265
Madelung potential times a (dimensionless)
  c/a   two terms   delta*a    Ewald
  1.0   -2.853067  1.577e-02   -2.837297
  2.0   -1.805870  2.801e-05   -1.805842
  3.0   -0.758672  5.211e-08   -0.758672
  4.0    0.288525  9.729e-11    0.288525
  6.0    2.382920  3.393e-16    2.382920
Critical c/a, 3P/pi: 3.724479
Critical c/a, Ewald: 3.724479
delta*a at critical c/a: 5.494e-10
Second zero, flat cell, c/a: 0.240157
At c/a = 0.2: two terms*a = -3.6908, Ewald*a = 1.8297
Exchange model
  primitive edge: 10.0 bohr; sigma: 1.0 bohr
  supercell side a: 20.0 bohr
  self-repulsion J: 0.564190 hartree
  isolated exchange: -0.282095 hartree
  mesh      c/a   v_M (hartree/e)  E_mesh (hartree)
  2x2x2    1.00     -0.141865       -0.211948
  2x2x4    2.00     -0.090292       -0.237341
  2x2x7    3.50     -0.011754       -0.276442
  2x2x8    4.00      0.014426       -0.289504
  2x2x16   8.00      0.223866       -0.394126
  mesh    error      correction  remaining (millihartree)
  2x2x2     70.1470   -70.9324    -0.7854
  2x2x4     44.7533   -45.1460    -0.3927
  2x2x7      5.6524    -5.8768    -0.2244
  2x2x8     -7.4095     7.2131    -0.1963
  2x2x16  -112.0311   111.9329    -0.0982
  correction, 2x2x2: -1.9302 eV
  correction, 2x2x7: -0.1599 eV
  correction, 2x2x8: 0.1963 eV
  correction, 2x2x16: 3.0458 eV
no test failed
```
